\section*{Net interstitial excess from the forward displacement of recoils, part 2}

A fast ion entering a crystal makes equal numbers of vacancies and recoil interstitials, but their depth distributions differ. We seek the local excess $I(x)-V(x)$, positive where interstitials prevail. Depth $x$ is in nm, positive into the solid, with the surface at $x=0$. $V$ and $I$ are mean numbers per ion per nm, counted after unstable pairs collapse but before migration; $I$ omits the implanted ion.

An interstitial lies a depth $s$ beyond its vacancy, with probability density $p(s)$, mean $\delta$ and raw second moment $M_2$. If $p$ is the same at all depths,
\begin{equation}
I(x)=\int_{-\infty}^{\infty}p(s)\,V(x-s)\,ds,\qquad \int_{-\infty}^{\infty}p(s)\,ds=1. \label{landing}
\end{equation}
"Direct" values integrate this without expansion. For short displacements,
\begin{equation}
I(x)-V(x)=-\delta\,\frac{dV}{dx}+R(x), \label{gradient}
\end{equation}
\begin{equation}
|R(x)|\le\tfrac12M_2\max|V''| . \label{bound}
\end{equation}
The gradient law neglects $R$. The net number of atoms carried past a plane at $x$ is
\begin{equation}
J(x)=\int p(s)\int_{x-s}^{x}V(x')\,dx'\,ds . \label{flux}
\end{equation}
If the landing law varies with depth,
\begin{equation}
I-V=-\frac{d(\delta V)}{dx}+\frac12\frac{d^2(M_2V)}{dx^2}-\dots \label{product}
\end{equation}

In the example, $p(s)=e^{-s/a}/(a+b)$ for $s>0$ and $e^{-|s|/b}/(a+b)$ for $s<0$, with $a=2.0$ nm, $b=1.5$ nm, $\delta=0.5$ nm and $M_2=6.5$ nm$^2$. One ion makes 4000 pairs, distributed as
\begin{equation}
V=V_pe^{-u^2/2},\qquad u=\frac{x-x_p}{w}, \label{profile}
\end{equation}
with $V_p=4.856$ per ion per nm, $x_p=1000$ nm, and $w=500$ nm on the shallow side, $180$ nm on the deep side.

The largest gradient-law excess is $8.18\times10^{-3}$ per ion per nm, and the bound \eqref{bound} is 6.0\% of it. The direct excess changes sign at 1006.3 nm. With a wider spread ($a=10.0$ nm, $b=9.5$ nm, same $\delta$), the largest error was 1.62 times the largest predicted excess.

\section{Surface, implanted ion and a silicon-like example}

\textbf{Q.} Before going on, restate what we carry over.

\textbf{A.} $V(x)$ and $I(x)$ are the vacancies and recoil interstitials per ion per nm at depth $x$, before migration. The displacement $s$ of an interstitial from its vacancy has density $p(s)$, mean $\delta=0.5$ nm and second moment $M_2=6.5$ nm$^2$. It is the difference of exponential lengths with means $a=2.0$ nm and $b=1.5$ nm. The profile has its peak $V_p=4.856$ per ion per nm at 1000 nm, with Gaussian widths of 500 nm on the shallow side and 180 nm on the deep side. The net number of atoms carried past a plane is $J$, and inside the solid
\begin{equation}
I-V=-\frac{dJ}{dx},\qquad J\simeq\delta V-\tfrac12M_2V'. \label{recall}
\end{equation}
The gradient law $I-V\simeq-\delta V'$ keeps the first term of $J$. If $\delta$ varies with depth, $-\delta V'$ is replaced by $-(\delta V)'$.

\textbf{Q.} Put in a dose, so that I can see densities.

\textbf{A.} Let the dose be $10^{13}$ ions per cm$^2$, and suppose that the damage of different ions simply adds. One pair per ion per nm then corresponds to $10^{13}\times10^7=10^{20}$ cm$^{-3}$, because 1 cm is $10^7$ nm. The peak pair density is $4.86\times10^{20}$ cm$^{-3}$. The excess, in units of $10^{17}$ cm$^{-3}$, is

\begin{center}
\begin{tabular}{rrrr}
Depth (nm) & Direct & $-\delta V'$ & With $\tfrac12M_2V''$\\
100 & $-1.702$ & $-1.730$ & $-1.702$\\
500 & $-2.945$ & $-2.945$ & $-2.945$\\
900 & $-1.011$ & $-0.952$ & $-1.011$\\
1090 & $5.626$ & $5.952$ & $5.629$\\
1180 & $8.178$ & $8.181$ & $8.181$\\
1360 & $3.849$ & $3.651$ & $3.849$
\end{tabular}
\end{center}

Negative entries mean that vacancies are in excess. The excess is a small difference of two large densities: at 1180 nm it is $8.2\times10^{17}$ cm$^{-3}$, against $2.9\times10^{20}$ cm$^{-3}$ of pairs.

\textbf{Q.} Why does the gradient law do so well at 500 and 1180 nm, and less well at 1090 nm?

\textbf{A.} The first two depths lie one Gaussian width from the peak. There $V''=(u^2-1)V/w^2$ vanishes, and the second-order term with it. At 1090 nm $u=0.5$, and the second-order term is
\begin{equation}
-\frac{3.25\times0.75}{180^2}\times4.285\times10^{20}
=-3.2\times10^{16}\ \mathrm{cm}^{-3},
\end{equation}
where $4.285\times10^{20}$ cm$^{-3}$ is the local pair density. This accounts for the difference between the second and third columns.

If this is the source of the error, halving both landing lengths should divide the error by four, since $M_2$ is quadratic in them. The direct calculation at 1090 nm, with $V$ held fixed, gives a factor of 4.02.

\textbf{Q.} How many atoms per ion are moved from the vacancy-rich side to the interstitial-rich side?

\textbf{A.} Integrate \eqref{recall} from the peak $x_p$ to a depth where no damage remains. Since $V'(x_p)=0$,
\begin{equation}
\int_{x_p}^{\infty}(I-V)\,dx=J(x_p)\simeq\delta V_p
=0.5\times4.856=2.43 .
\end{equation}
Direct integration also gives 2.43 atoms per ion. The number depends on the peak height and not on how steeply the deep side falls. A steeper fall, at fixed $V_p$ and within the range of the gradient law, concentrates the same number in a thinner region.

An independent count draws four million vacancies at random from $V$, displaces an interstitial from each, and counts crossings of the peak plane in both directions. It gives $2.26\pm0.09$ per ion, where the uncertainty is one standard error. This is 1.8 standard errors below 2.43. The count supports the sign and the size, but it cannot check the last few per cent.

\textbf{Q.} On the shallow side I should then find the same number with the opposite sign.

\textbf{A.} Not between an arbitrary shallow plane and the peak. From 100 nm to the peak, \eqref{recall} gives $J(100\ \mathrm{nm})-J(x_p)$. At 100 nm $V=0.961$ per ion per nm, so the gradient law gives
\begin{equation}
\delta\,[V(100\ \mathrm{nm})-V_p]=0.5\,(0.961-4.856)=-1.95 .
\end{equation}
The direct value is $-1.96$. The difference is the spread term $-\tfrac12M_2V'(100\ \mathrm{nm})$. With $V'=(900/500^2)\times0.961=3.46\times10^{-3}$ per ion per nm$^2$, it equals $-0.011$. The rest of the deficit lies closer to the surface.

\textbf{Q.} Near the surface $V'$ is small. Where could a large deficit come from?

\textbf{A.} From the jump of $V$. Its value just inside is $V_0=V_pe^{-2}=0.657$ per ion per nm, and outside there are no atoms to displace. Recoils leave the first few nanometres in the forward direction, and none arrive from outside to replace them. The smooth expansion does not apply there, but the crossing count \eqref{flux} does if $V=0$ is used for $x<0$.

At the surface plane a forward displacement would need a vacancy outside the solid and contributes nothing. A backward displacement of length $|s|$ carries out the atoms from the first $|s|$ of depth, about $V_0|s|$ in number. Write $s_+=\max(s,0)$ and $s_-=\max(-s,0)$, with angle brackets for averages over $p$. Then, to leading order,
\begin{equation}
J(0)\simeq-V_0\langle s_-\rangle,\qquad
\langle s_-\rangle=\int_0^\infty\frac{y\,e^{-y/b}}{a+b}\,dy=\frac{b^2}{a+b}. \label{lost}
\end{equation}

Now choose $X$ several landing lengths deep. The atom balance inside is $J(0)-J(X)$, with $J(X)\simeq\delta V(X)$. The smooth gradient law alone would give $-\delta[V(X)-V_0]$. Subtracting this gives the extra surface contribution
\begin{align}
D&\simeq-V_0\langle s_-\rangle-\delta V(X)+\delta[V(X)-V_0]\nonumber\\
&=-V_0\,(\langle s_-\rangle+\delta)=-V_0\langle s_+\rangle .
\end{align}
The last step uses $\delta=\langle s_+\rangle-\langle s_-\rangle$. By the same integral as in \eqref{lost}, $\langle s_+\rangle=a^2/(a+b)=4/3.5=1.143$ nm. Hence $D\simeq-0.657\times1.143=-0.75$ atoms per ion. Direct integration over the first 100 nm gives $-0.74$.

The number leaving the solid is $V_0b^2/(a+b)=0.657\times2.25/3.5=0.42$ per ion. The direct value is 0.425. No binding energy at the surface is included. Binding would hold back some of these atoms, so 0.42 is a property of the landing model and not a sputtering yield.

\textbf{Q.} Do all these pieces add up?

\textbf{A.} They must add to minus the number of atoms that left. Between the surface and 100 nm the smooth gradient law contributes $-0.5(0.961-0.657)=-0.152$. With the direct values for the other parts,
\begin{equation}
-0.742-0.152-1.959+2.428=-0.425 .
\end{equation}
The solid has lost 0.425 recoil atoms per ion. If no atom crossed the surface, the sum would be zero.

\textbf{Q.} Earlier you insisted on the derivative of $\delta V$. Does it matter for numbers like these?

\textbf{A.} As a test of the formula, and not as a property of silicon, let $\delta$ fall by 0.0004 nm for each nm of depth and equal 0.5 nm at the peak. In the landing law, vary $a$ and hold $b$ fixed. At 500 nm $\delta=0.7$ nm, $V=2.945$ per ion per nm and $V'=V/500\ \mathrm{nm}$. The two parts of the product derivative are
\begin{align}
-\delta V'&=-0.7\times2.945/500=-4.12\times10^{-3},\\
-\delta'V&=+0.0004\times2.945=+1.18\times10^{-3},
\end{align}
per ion per nm. Their sum corresponds to $-2.945\times10^{17}$ cm$^{-3}$. Direct integration with the varying landing law gives $-2.96\times10^{17}$ cm$^{-3}$. Leaving $\delta$ outside the derivative gives $-4.12\times10^{17}$ cm$^{-3}$, which is too large in magnitude by 39\% of the direct value.

The sum happens to agree with the constant-$\delta$ entry in the table. At this depth the increase of $\delta$ by 0.2 nm, multiplied by $V'/V=1/500$ per nm, cancels the slope term 0.0004. In general the added part of $\delta$ is $-0.0004\,(x-x_p)$, and $(x-x_p)V'=-u^2V$, so the first-order excess changes by $0.0004\,(1-u^2)V$. This vanishes one Gaussian width from the peak on either side, hence also at 1180 nm, and is largest at the peak. From 400 nm on, the largest change caused by varying $\delta$ is 24\% of the largest gradient-law excess, $8.18\times10^{17}$ cm$^{-3}$.

\textbf{Q.} You have also postponed the implanted ion. One atom against 4000 pairs looks negligible.

\textbf{A.} It has to be compared with the 2.43 atoms carried past the peak, because the pairs themselves cancel in $I-V$. Suppose that every ion ends as an interstitial or displaces another atom into an interstitial position nearby. Give the stopped ions a Gaussian distribution $C(x)$ of unit area, centred at 1150 nm with width 130 nm. The full net excess is
\begin{equation}
E(x)=I(x)-V(x)+C(x).
\end{equation}
The peak of $C$ is $1/(130\sqrt{2\pi})=3.07\times10^{-3}$ per ion per nm, or $3.07\times10^{17}$ cm$^{-3}$ at this dose. That is 38\% of the largest gradient-law excess.

The ion moves the change of sign from 1006 nm to 930 nm. Between 100 and 2000 nm the largest full excess is $1.12\times10^{18}$ cm$^{-3}$, and the largest vacancy excess is $2.9\times10^{17}$ cm$^{-3}$. The latter range leaves out the thin surface layer. Just inside the surface the missing interstitials amount to $V_0$ times the probability $a/(a+b)=4/7$ of a forward displacement, or 0.38 per ion per nm. That is a far larger density, but it is confined to a few nanometres.

\textbf{Q.} Most pairs will recombine. Does that not remove the excess as well?

\textbf{A.} If an interstitial and a vacancy at the same depth annihilate, $I$ and $V$ fall by the same amount and $I-V$ is unchanged. But an interstitial usually has to travel to the vacancy, and this travel can change the excess. In the extreme case where each interstitial returns to its own vacancy, every displacement is undone and no recoil excess remains. Recombination is therefore harmless only if the travel that precedes it produces no appreciable net transport in depth.

Symmetric wandering also matters. Suppose that a fraction $f$ of the interstitials survives and spreads symmetrically with rms depth displacement $\lambda$, while vacancies stay fixed. Suppose too that the recombined pairs leave no net shift. The survivors have density close to $fV$. The expansion that gave $\tfrac12M_2V''$ now gives an added excess
\begin{equation}
\Delta E\simeq\tfrac12f\lambda^2V'' .
\end{equation}
The mean displacement is zero, so there is no first-order term. For $f=0.05$ and $\lambda=30$ nm, $f\lambda^2=45$ nm$^2$, which is seven times $M_2$.

With the largest $|V''|$ this expression gives $22.5\times4.856/180^2=3.4\times10^{-3}$ per ion per nm, or 41\% of the largest gradient-law excess. Direct smoothing of the profile from 400 nm on gives a largest change of 36\%. It is smaller because smoothing averages $V''$ over tens of nanometres, and such an average lies below the maximum. The gradient law thus describes the defects as created. The profile left after migration needs a transport calculation that starts from it.

\textbf{Q.} How far do these parameters resemble a real implant?

\textbf{A.} The depth of the pair profile and the number of pairs are round values, roughly typical of silicon implanted with silicon ions at about 1 MeV. A damage depth near one micrometre and some thousands of pairs per ion belong to that regime. The widths of the damage and ion distributions, the landing lengths, the slope of $\delta$, the surviving fraction and the migration length are assumptions, not computed properties of silicon. The carried number 2.43 is proportional to $\delta$, so doubling $\delta$ at fixed $V$ would double it. In silicon $\delta$ can be several times smaller than the 0.5 nm used here, and a factor near ten is not extreme. A sizeable share of the mean forward shift in a real cascade also comes from rare energetic recoils that travel tens of nanometres, a long tail that two short exponential lengths do not contain. If it were ten times smaller, the carried number would be only about 0.24 per ion, and the peak density of implanted ions would exceed the largest recoil excess found below the surface layer. With $M_2$ unchanged, the bound \eqref{bound} would also rise from 6\% to 60\% of the largest gradient-law excess, so the spread term could no longer be left out. The value 2.43 illustrates the law and is not an estimate for silicon. A real implant at room temperature breaks the assumption of immobile defects. At depths from 400 nm on, the symmetric spreading assumed above shifts the excess by up to 36\% of the largest gradient-law excess. The assumed fall of $\delta$ shifts it by up to 24\%, and the landing spread by up to 6\%, on the same scale. These limits do not hold in the surface layer, where $V$ jumps. The figure for the landing spread also holds only for the assumed landing lengths: with the wider spread tried earlier, the error exceeded the predicted excess itself. For a real implant both $\delta$ and $M_2$ must therefore come from a cascade calculation. Ions guided along open crystal directions would add deeper damage, which the smooth profile leaves out and which is not sized here.

\textbf{Q.} And can I scale the result to any dose?

\textbf{A.} Only while the damage of different ions adds. With a rough atomic density of $5\times10^{22}$ cm$^{-3}$, the pairs created at the peak correspond to $4.86\times10^{20}/(5\times10^{22})=1.0\%$ of the atoms. By this count few sites are displaced twice, although the disturbed regions of neighbouring cascades may overlap sooner. At a hundred times the dose the same arithmetic would displace 97\% of the atoms at the peak. Unless most of this damage healed during the implant, isolated vacancies and interstitials in a crystal would no longer be a valid description, and the linear scaling would have lost its basis. The numerical output below lists the values at the lower dose.

\section*{Numbers as computed}
\begin{verbatim}
Pairs per ion: 4000; dose: 1.0e+13 cm^-2
Pair profile peak depth: 1000 nm
Widths, shallow and deep: 500, 180 nm
Landing lengths, forward, backward: 2.0, 1.5 nm
Mean forward distance delta: 0.5000 nm
Second moment M2: 6.5000 nm^2; rms: 2.550 nm
V at peak: 4.8559 per ion per nm
V at surface: 0.6572 per ion per nm
Pair density at peak: 4.856e+20 cm^-3
Depth nm | pairs | direct excess | first order | second (cm^-3)
   100 | 9.610e+19 | -1.702e+17 | -1.730e+17 | -1.702e+17
   500 | 2.945e+20 | -2.945e+17 | -2.945e+17 | -2.945e+17
   900 | 4.760e+20 | -1.011e+17 | -9.519e+16 | -1.011e+17
  1090 | 4.285e+20 | +5.626e+17 | +5.952e+17 | +5.629e+17
  1180 | 2.945e+20 | +8.178e+17 | +8.181e+17 | +8.181e+17
  1360 | 6.572e+19 | +3.849e+17 | +3.651e+17 | +3.849e+17
Largest first-order excess: 8.181e+17 cm^-3
Largest error of gradient law: 4.835e+16 cm^-3
Remainder bound: 4.871e+16 cm^-3
Gradient-law error / largest excess: 0.0591
Second-order error / largest excess: 0.000439
Error ratio on halving the lengths: 4.019
Wide case lengths: 10.0, 9.5 nm; rms 13.80 nm
Wide case error / largest excess: 1.623
First moment of excess: 2000.0000 nm per ion
delta times pairs per ion: 2000.0000 nm per ion
Excess below peak, direct: 2.4281 per ion
delta times V at peak: 2.4279 per ion
Random count past peak: 2.258 +- 0.093 per ion
Excess from 100 nm to peak, direct: -1.9588 per ion
Same from gradient law: -1.9475 per ion
Surface-layer deficit, direct: -0.7424 per ion
Surface-layer deficit, formula: -0.7511 per ion
Atoms leaving, direct: 0.4250; formula: 0.4225 per ion
Assumed slope of delta: -0.0004 nm per nm
Varying delta, 500 nm, direct: -2.958e+17 cm^-3
  derivative of product: -2.945e+17 cm^-3
  delta outside derivative: -4.123e+17 cm^-3
Varying-delta change / largest excess: 0.238
Ion mean depth and width: 1150, 130 nm
Ion peak density: 3.069e+17 cm^-3
Ion peak / largest excess: 0.375
Sign change, recoils only: 1006.3 nm
Sign change, ion included: 930.1 nm
Largest net excess, ion included: 1.117e+18 cm^-3
Largest net vacancy excess: 2.946e+17 cm^-3
Assumed survivors: 0.05; migration rms: 30 nm
Migration change / largest excess: 0.363
Assumed atom density: 5.0e+22 cm^-3
Displaced fraction at peak: 0.0097
\end{verbatim}
